\section*{Imaginary Triplet Excitations in Stretched H2 and the Tamm-Dancoff Approximation}

\section{The result}

Stretch H$_2$ while keeping both electrons in one spatial orbital. At a certain bond length, the Coulson--Fischer point, the lowest triplet excitation energy from time-dependent Hartree--Fock (TDHF) or from a hybrid functional falls to zero. Beyond it the energy is imaginary. The cause lies in the reference state. The response equations have the form
\begin{equation}
(A-B)(A+B)\,x=\omega^2x ,
\label{eq:casida}
\end{equation}
where $A-B$ is positive and $A+B$ is the curvature of the energy when the spin-up and spin-down orbitals are rotated in opposite directions. Beyond the Coulson--Fischer point the restricted state is a maximum along one such rotation, so $\omega^2<0$. The Tamm--Dancoff approximation (TDA) discards $B$ and diagonalizes the real symmetric matrix $A$, whose eigenvalues are real whatever the sign of the curvature.

Two qualifications matter in practice. Pure functionals show the same failure. For PBE it comes at a longer bond than for Hartree--Fock or PBE0, but the onset depends on the functional, and the absence of exact exchange does not by itself place it beyond that of a hybrid. And a real TDA energy need not be positive: further out it becomes negative, because TDA still starts from the faulty reference.

\section{Equations of motion for opposite spins}

Atomic units are used in the derivations. The reference has one real orbital $\varphi_1$ occupied by both spins; $a,b$ label real virtual orbitals. Let $h$ be the one-electron Hamiltonian, $J$ the Coulomb potential of the density $\varphi_1^2$, and
\begin{equation}
K_{ab}=(1a|1b)=\iint\frac{\varphi_1(\mathbf r)\varphi_a(\mathbf r)\,\varphi_1(\mathbf r')\varphi_b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\end{equation}
For a real vector $v$, $v^TKv$ is twice the electrostatic self-energy of the charge distribution $\varphi_1\sum_av_a\varphi_a$, so it is not negative.

In Hartree--Fock with one electron of each spin, the exchange term acting on an orbital cancels that orbital's own Coulomb term. Each electron therefore moves in the field of the other:
\begin{equation}
i\dot\psi_\alpha=\big(h+J[\psi_\beta]\big)\psi_\alpha ,\qquad
i\dot\psi_\beta=\big(h+J[\psi_\alpha]\big)\psi_\beta .
\end{equation}
In the ground state $(h+J)\varphi_1=\varepsilon_1\varphi_1$. A triplet excitation with zero spin projection displaces the two orbitals oppositely. To first order,
\begin{equation}
\psi_{\alpha,\beta}=e^{-i\varepsilon_1t}\Big(\varphi_1\pm\sum_az_a\varphi_a\Big),
\quad
|\psi_\beta|^2=\varphi_1^2-\sum_b(z_b+z_b^*)\varphi_1\varphi_b .
\end{equation}
Insert this in the equation for $\psi_\alpha$ and project on $\varphi_a$. The term $\varepsilon_1z_a$ from the phase moves to the right, and the change of the Coulomb field acts on $\varphi_1$:
\begin{equation}
i\dot z_a=\sum_b\big[(h+J)_{ab}-\varepsilon_1\delta_{ab}\big]z_b-\sum_bK_{ab}(z_b+z_b^*).
\end{equation}
With $W_{ab}=(h+J)_{ab}-\varepsilon_1\delta_{ab}$ this reads
\begin{equation}
i\dot z=Az+Bz^*,\qquad A=W-K,\qquad B=-K .
\label{eq:motion}
\end{equation}

The minus sign of $K$ belongs to the triplet. If both orbitals move the same way, the density change of the partner has the opposite sign, and $A=W+K$, $B=+K$. Then $A+B=W+2K$, which is positive once $W$ is. When the electrons move apart, repulsion is relieved, and this relief drives the instability.

\subsection*{Hybrids and pure functionals}

Consider local-density or gradient-corrected functionals, and their global hybrids with a fraction $c$ of exact exchange, in the adiabatic approximation. The total density does not change to first order in an opposite displacement, so the full Coulomb potential stays fixed. On its own orbital, exact exchange acts as $-cJ[\psi_\alpha]$, and its change gives $-cK$. The semilocal part adds the matrix $f^T$ of the kernel $f_{\alpha\alpha}-f_{\alpha\beta}$ between the products $\varphi_1\varphi_a$ and $\varphi_1\varphi_b$. Hence
\begin{equation}
B=-cK+f^T,\quad A=W+B,\quad W=h+(2-c)J+v_{xc}-\varepsilon_1 ,
\label{eq:hybrid}
\end{equation}
where $W$ is taken between virtual orbitals and $v_{xc}$ is the semilocal potential. Hartree--Fock is $c=1$ with no semilocal part.

In every case $A-B=W$ is a one-electron Hamiltonian with a local potential, measured from $\varepsilon_1$. The ground state of such a Hamiltonian has no nodes, and any state orthogonal to it must change sign. The bonding orbital $\varphi_1$ is a nodeless eigenfunction, so it is the ground state, and $W>0$ in the virtual space. In the stretched molecule the lowest eigenvalue of $W$ is the splitting between the bonding and antibonding levels of this Hamiltonian, and it shrinks as the atoms separate. Near the equilibrium length, with a pure functional such as PBE and a very diffuse basis, a diffuse level can lie below the antibonding one.

\section{Why the frequency becomes imaginary}

Write $z=x+iy$ with real $x,y$. Equation~\eqref{eq:motion} becomes
\begin{equation}
i\dot x-\dot y=(A+B)x+i(A-B)y .
\end{equation}
Its imaginary and real parts are
\begin{equation}
\dot x=(A-B)y,\qquad \dot y=-(A+B)x ,
\end{equation}
and differentiating the first gives
\begin{equation}
\ddot x=-(A-B)(A+B)x .
\end{equation}
This is a set of coupled oscillators: $x$ is a displacement, $y$ a momentum, $A-B$ an inverse mass and $A+B$ a spring constant. A solution $x\propto\cos\omega t$ gives Eq.~\eqref{eq:casida}.

\subsection*{The spring constant is an energy curvature}

Rotate the orbitals by opposite angles along a normalized virtual orbital $v$:
\begin{equation}
\psi_{\alpha,\beta}=\cos\theta\,\varphi_1\pm\sin\theta\,v .
\end{equation}
With $u=\sin^2\theta$, the two densities are $\rho_0\pm\delta$, where $\rho_0=(1-u)\varphi_1^2+uv^2$ and $\delta=2\sin\theta\cos\theta\,\varphi_1v$. The Hartree--Fock energy is the sum of two one-electron terms and one repulsion. The one-electron cross terms cancel between the spins, and $(\rho_0+\delta|\rho_0-\delta)=(\rho_0|\rho_0)-(\delta|\delta)$. Label $v$ by 2, with $J_{12}=(11|22)$ and $K_{12}=(12|12)$. Apart from the nuclear repulsion,
\begin{align}
E={}&2(1-u)h_{11}+2uh_{22}+(1-u)^2J_{11}+u^2J_{22}\nonumber\\
&+2u(1-u)J_{12}-4u(1-u)K_{12}.
\end{align}
Collecting powers of $u$,
\begin{align}
E-E_0={}&2u\big[h_{22}+J_{12}-h_{11}-J_{11}-2K_{12}\big]+u^2Q,\nonumber\\
Q={}&J_{11}+J_{22}-2J_{12}+4K_{12}.
\label{eq:quartic}
\end{align}
Since $\varepsilon_1=h_{11}+J_{11}$, the bracket is $v^T(W-2K)v=v^T(A+B)v$.

For the other functionals the same leading term follows from the equations of motion. If $\varphi_1$ has amplitude $\sqrt{1-|z|^2}$ in both orbitals, the action principle gives $2i\dot z=\partial E/\partial z^*$. With $\partial/\partial z^*=\tfrac12(\partial_x+i\partial_y)$, the real part is $-\dot y=\tfrac14\partial_xE$. Comparison with $-\dot y=(A+B)x$ yields $E-E_0=2x^T(A+B)x$ at second order. Energies of explicitly rotated orbitals reproduce this curvature within 1~meV in tests at 1.0 and 2.0~\AA\ for HF, PBE0 and PBE.

\subsection*{One negative curvature, one imaginary pair}

Because $W>0$, it has a real square root. Setting $x=W^{1/2}q$ in Eq.~\eqref{eq:casida} gives
\begin{equation}
W^{1/2}(A+B)W^{1/2}q=\omega^2q .
\end{equation}
This matrix is symmetric, so $\omega^2$ is real. Its quadratic form is $s^T(A+B)s$ with $s=W^{1/2}q$, and the map from $q$ to $s$ is invertible. It therefore has as many negative eigenvalues as $A+B$. One negative curvature gives one pair $\omega=\pm i\gamma$. As long as it stays small, a displacement along this mode, released at rest, follows
\begin{equation}
x(t)=x(0)\cosh\gamma t .
\end{equation}
For the bonding--antibonding rotation, one spin moves to the left atom and the other to the right. The imaginary number is the growth rate of this separation, not an excitation energy or the linewidth of a decaying state.

Near the onset $R_c$, let $n$ be the unit vector with $(A+B)n=0$ at $R_c$. Writing the problem as $(A+B)x=\omega^2W^{-1}x$ and using first-order perturbation theory,
\begin{equation}
\omega^2\simeq\frac{n^T(A+B)n}{n^TW^{-1}n}.
\end{equation}
The numerator passes linearly through zero, so $\omega\propto\sqrt{R_c-R}$: the root falls with infinite slope. The full response is thus unreliable already on the stable side.

\section{What the Tamm--Dancoff approximation changes}

Dropping $B$ leaves $i\dot z=Az$. Since $A$ is real and symmetric, its eigenvalues are real. The dynamics says the same. The full equation gives
\begin{equation}
\frac{d}{dt}z^\dagger z=2\,\mathrm{Re}\,z^\dagger\dot z=2\,\mathrm{Im}\,z^\dagger Bz^* ,
\end{equation}
because $z^\dagger Az$ is real. Only $B$ can change the total excited amplitude. Without it the norm is conserved and exponential growth is impossible.

In Hartree--Fock both matrices have a direct meaning in terms of determinants. Between triplets with one electron in $\varphi_1$ and one in a virtual orbital,
\begin{equation}
H^T_{ab}=\delta_{ab}h_{11}+h_{ab}+(11|ab)-K_{ab}.
\end{equation}
Subtracting the reference energy $2h_{11}+J_{11}$ on the diagonal gives
\begin{equation}
H^T_{ab}-E_0\delta_{ab}=(h+J)_{ab}-\varepsilon_1\delta_{ab}-K_{ab}=A_{ab}.
\end{equation}
TDA is here configuration interaction among single excitations. The coupling of the reference $\varphi_1\varphi_1$ to a pair $\varphi_a\varphi_b$ is $(1a|1b)=-B_{ab}$. The term that TDA omits is the one through which the response senses that the reference wants to mix with double excitations.

\subsection*{Bounds, and where TDA turns negative}

From $A=\tfrac12[(A+B)+W]$, the lowest eigenvalues satisfy
\begin{equation}
\omega_{\rm TDA}\ge\tfrac12\lambda_{\min}(A+B)+\tfrac12\lambda_{\min}(W).
\end{equation}
At the onset the first term vanishes, so $\omega_{\rm TDA}$ is at least half the splitting: it is strictly positive where the full root is zero.

On the stable side TDA lies at or above the full root $\omega_1$. For real $x,y$, put $g=x^TW^{-1}x$. The eigenvalue problem gives $x^T(A+B)x\ge\omega_1^2g$, and the Cauchy--Schwarz inequality gives $y^TWy\ge(x^Ty)^2/g$. Therefore
\begin{equation}
x^T(A+B)x+y^TWy\ge\omega_1^2g+\frac{(x^Ty)^2}{g}\ge2\omega_1|x^Ty| .
\end{equation}
Choosing $x=y$ as the normalized lowest eigenvector of $A$ makes the left side $2\omega_{\rm TDA}$, hence $\omega_{\rm TDA}\ge\omega_1$.

With two orbitals in Hartree--Fock, $W$ and $K$ are numbers and the whole sequence is visible:
\begin{equation}
\omega_{\rm TDA}=W-K,\qquad \omega^2=W(W-2K)=\omega_{\rm TDA}^2-K^2 .
\end{equation}
For $K\ll W$ the two methods differ by about $K^2/(2\omega_{\rm TDA})$. TDHF fails at $W=2K$, and TDA reaches zero later, at $W=K$.

At large separation $W\to0$. With atomic orbitals $l,r$ of negligible overlap, $\varphi_1\varphi_2=\tfrac12(l^2-r^2)$, so $K=\tfrac12[(ll|ll)-(ll|rr)]$ tends to half the on-site repulsion. Then $\omega_{\rm TDA}\to-K$, while $\gamma=\sqrt{W(2K-W)}\to0$. A shrinking imaginary root at long distance is no recovery: the curvature tends to $-2K$, and only the inverse mass vanishes.

\section{How large the effect is}

The calculations use the cc-pVDZ basis. Full configuration interaction (full CI) is the reference for excitation energies; it is exact only within this basis. The onsets and TDA zeros are:
\begin{center}
\begin{tabular}{lccc}
Method & $c$ & $R_c$ (\AA) & TDA zero (\AA)\\
HF & 1 & 1.210 & 1.695\\
PBE0 & 0.25 & 1.497 & 2.019\\
PBE & 0 & 1.618 & 2.170
\end{tabular}
\end{center}
PBE0 differs from PBE by replacing a quarter of the semilocal exchange with exact exchange, and this moves the onset inward by 0.12~\AA. At 2.0~\AA\ the lowest eigenvalue of $W$ is similar in the three methods (2.90, 2.62 and 2.50~eV for HF, PBE0 and PBE), whereas that of $A+B$ is $-6.24$, $-2.57$ and $-1.57$~eV. The methods differ mainly through $B$.

For Hartree--Fock, with energies in eV and lowest eigenvalues throughout:
\begin{center}
\begin{tabular}{cccccc}
$R$ (\AA) & $W$ & $A+B$ & TDHF & TDA & full CI\\
0.74 & 12.33 & 7.33 & 9.65 & 10.10 & 10.69\\
1.00 & 9.35 & 2.84 & 5.24 & 6.34 & 7.16\\
1.20 & 7.45 & 0.12 & 0.98 & 3.99 & 5.01\\
1.40 & 5.90 & $-2.02$ & $3.51i$ & 2.11 & 3.36\\
1.60 & 4.65 & $-3.73$ & $4.23i$ & 0.60 & 2.16\\
2.00 & 2.90 & $-6.24$ & $4.30i$ & $-1.56$ & 0.79\\
2.50 & 1.60 & $-8.33$ & $3.69i$ & $-3.27$ & 0.19
\end{tabular}
\end{center}
The full-CI gap stays positive, so the molecule itself has no instability. At 1.20~\AA, still on the stable side, TDHF gives 0.98~eV where full CI gives 5.01~eV. TDA is 1.0~eV too low there. At a distance of 0.005~\AA\ from the onset the TDHF root is 0.675~eV on the stable side and $0.670i$~eV on the other, as the square-root law requires, while TDA passes smoothly from 3.94 to 3.83~eV.

The negative TDA value at 2.00~\AA\ can be decomposed. The restricted energy lies 2.60~eV above the full-CI singlet. Subtracting this from the true gap gives $0.79-2.60=-1.81$~eV. The remaining $+0.25$~eV is the error of the triplet built from single excitations. The sign is therefore set by the reference energy.

Real-time propagation of the two electrons confirms the dynamical reading. At 1.0~\AA\ a small opposite displacement oscillates with a period of 0.789~fs. At 2.0~\AA\ it grows with a time constant of 0.153~fs; after three such times it has increased by a factor of 10.07, in agreement with $\cosh3$.

\subsection*{A case to follow by hand}

In the two-orbital STO-3G basis at 2.0~\AA, the orbital gap is 10.298, $J_{12}=14.128$, $K_{12}=7.052$ and $Q=28.362$~eV. The Hartree--Fock virtual level contains $2J-K$, so $W-K$ equals the orbital gap minus $J_{12}$. Thus
\begin{align}
A&=10.298-14.128=-3.830\ \mathrm{eV},\\
A-B&=-3.830+7.052=3.222\ \mathrm{eV},\\
A+B&=-3.830-7.052\simeq-10.88\ \mathrm{eV},\\
\omega&=\sqrt{3.222\times(-10.88)}\ \mathrm{eV}\simeq5.92\,i\ \mathrm{eV}.
\end{align}
Equation~\eqref{eq:quartic} has its minimum at $u=-(A+B)/Q=0.384$, where the energy is $(A+B)^2/Q=4.17$~eV below the restricted value. The unstable direction leads to a state with the spins largely on different atoms.

\section{What to do about it}

Compute the lowest triplet eigenvalue of $A+B$, which is what a restricted-to-unrestricted stability analysis supplies. If it is negative, discard the full triplet root. If it is positive but small compared with that of $A-B$, distrust the root as well. TDA is then the better choice near the onset, but its result inherits the error of the reference. In stretched H$_2$, a TDA energy that is negative, or far below half the lowest eigenvalue of $A-B$, shows that the onset has been passed and the reference has to be replaced.

An unrestricted reference removes the imaginary root at a price. At 2.0~\AA\ in cc-pVDZ, unrestricted Hartree--Fock lies 2.20~eV below the restricted solution, and all its spin-conserving roots are real, the lowest at 8.73~eV. That root is not the singlet--triplet gap of 0.79~eV. The reference has $\langle S^2\rangle=0.904$; since a triplet contributes 2 and a singlet 0, it is already 45\% triplet.

The remedy that keeps the spin pure is to let the reference contain both $\varphi_1^2$ and $\varphi_2^2$. In the two-orbital model these configurations are coupled by $K_{12}$. Their energy difference is Eq.~\eqref{eq:quartic} at $u=1$, namely $2D=2(A+B)+Q=6.60$~eV. The lower eigenvalue of the $2\times2$ problem lies below the restricted energy by
\begin{equation}
\sqrt{D^2+K_{12}^2}-D=\big(\sqrt{3.300^2+7.052^2}-3.300\big)\ \mathrm{eV}\simeq4.49\ \mathrm{eV}.
\end{equation}
The triplet lies at $-3.83$~eV relative to the restricted energy, so the gap becomes $-3.83+4.49=0.66$~eV, real and positive. The mixing that $B$ signalled has been put into the ground state, where it belongs.

For molecules with more occupied orbitals, TDA roots from a real symmetric $A$ remain real. The proof that $A-B$ is positive, however, used a single doubly occupied orbital. With several occupied orbitals $A-B$ can have negative eigenvalues, so its sign must be checked separately before imaginary roots are counted from $A+B$ alone. The complete values for all three methods are in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
H2, cc-pVDZ, spin-restricted reference; i marks imaginary roots
Method, exchange fraction, Coulson-Fischer R, R where TDA = 0 (angstrom)
  HF    1.00   1.210   1.695
    at onset: lowest W 7.362 eV, TDA 3.885 eV
  PBE0  0.25   1.497   2.019
    at onset: lowest W 5.002 eV, TDA 2.567 eV
  PBE   0.00   1.618   2.170
    at onset: lowest W 4.157 eV, TDA 2.120 eV
HF: R (angstrom); lowest W, lowest A+B, TDHF root, TDA root,
    full-CI triplet-singlet gap, RHF minus full-CI singlet (all eV)
  0.74  12.330   7.331   9.645   10.096  10.691   0.944
  1.00   9.353   2.839   5.240    6.342   7.164   1.086
  1.20   7.451   0.124   0.978    3.994   5.005   1.245
  1.40   5.896  -2.023   3.505i   2.106   3.355   1.471
  1.60   4.654  -3.731   4.225i   0.602   2.157   1.779
  2.00   2.896  -6.236   4.302i  -1.562   0.792   2.604
  2.50   1.601  -8.327   3.694i  -3.269   0.193   3.750
Kohn-Sham: R (angstrom); lowest W, lowest A+B, full root, TDA root (eV)
  PBE0 0.74  12.048   8.499  10.196   10.413
  PBE0 1.40   5.654   0.716   2.024    3.259
  PBE0 2.00   2.623  -2.574   2.610i   0.067
  PBE0 2.50   1.365  -3.987   2.343i  -1.274
  PBE  0.74  11.827   8.591  10.145   10.326
  PBE  1.40   5.517   1.346   2.739    3.487
  PBE  2.00   2.500  -1.571   1.988i   0.494
  PBE  2.50   1.273  -2.700   1.859i  -0.689
HF at 0.005 angstrom before / after onset:
  TDHF   0.675  /   0.670i eV, TDA 3.937 / 3.833 eV
Real-time HF, R = 1.0 angstrom: oscillates, period 0.7893 fs
Real-time HF, R = 2.0 angstrom: growth time 1/gamma 0.1530 fs
  displacement after 3 growth times: x 10.0676; cosh(3) = 10.0677
UHF, R = 2.0 angstrom: 2.201 eV below RHF, <S^2> = 0.904
  lowest spin-conserving root 8.728 eV
Two orbitals, STO-3G, R = 2.0 angstrom (eV):
  orbital gap 10.298, J12 14.128, K12 7.052, Q 28.362
  A-B 3.222, A+B -10.881, TDA -3.830, TDHF   5.921i
  minimum at u = 0.3837 (no unit), energy lowering 4.175 eV
\end{verbatim}
